# Parry potential of Gaussian charges in a slab and its dipole step

## What symmetry and dimensions fix

A slab is periodic in \(x\) and \(y\), has cell area \(A\), and carries Gaussian charges \(q_i\) at heights \(z_i\), with \(\sum_i q_i=0\). Atomic units are used in the algebra, so a unit charge has potential \(1/r\). Let \(\Delta V\) be the potential far above the slab minus that far below.

Averaging Poisson's equation over the plane leaves a one-dimensional equation whose source contains the charges only as \(q_i/A\). By superposition,

\[
\Delta V=\frac1A\sum_i q_i f_i(z_i),
\]

where \(f_i\) may depend on the width of charge \(i\). Three requirements restrict \(f_i\).

- Lifting the whole slab by \(c\) cannot change \(\Delta V\). This holds for every neutral set of charges only if \(f_i(z+c)-f_i(z)\) is the same for all \(z\) and all widths. With continuity, \(f_i(z)=Cz+g_i\), with a common \(C\).
- Reflection \(z\to-z\) reverses \(\Delta V\). Hence \(\sum_i q_ig_i=0\), and the widths drop out.
- A potential has the dimension charge/length, as does \(\sum_iq_iz_i/A\). Thus \(C\) is a pure number.

Therefore \(\Delta V=Cm/A\), with \(m=\sum_iq_iz_i\). The theorem supplies \(C=4\pi\) and the full potential.

## Theorem

Let \(\mathbf R\) be the lattice vectors in the plane and \(\mathbf G\) the reciprocal vectors, with \(G=|\mathbf G|\). Charge \(i\) has the density

\[
q_i\left(\frac{s_i^2}{\pi}\right)^{3/2}e^{-s_i^2|\mathbf r-\mathbf r_i|^2},
\]

where \(s_i>0\) is an inverse width. Write \(\mathbf d_i=\mathbf r-\mathbf r_i=(\boldsymbol\rho_i,\zeta_i)\), with \(\zeta_i=z-z_i\).

**Assumptions.** The cell holds finitely many charges and is neutral. There is vacuum on both sides and no external field. \(V\) is the limit of the Coulomb sum over growing patches of whole cells; each patch contains \(-\mathbf R\) whenever it contains \(\mathbf R\), and the patches finally include every cell.

**Claim.** For every \(\eta>0\),

\[
\begin{aligned}
V(\mathbf r)=\sum_iq_i\Big\{&\sum_{\mathbf R}\frac{\operatorname{erf}(s_i|\mathbf d_i-\mathbf R|)-\operatorname{erf}(\eta|\mathbf d_i-\mathbf R|)}{|\mathbf d_i-\mathbf R|}\\
&+\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho_i)F_G(\zeta_i;\eta)+F_0(\zeta_i;\eta)\Big\},
\end{aligned}
\tag{1}
\]

\[
F_G(z;\eta)=\frac{\pi}{AG}\left[e^{Gz}\operatorname{erfc}\!\left(\frac{G}{2\eta}+\eta z\right)+e^{-Gz}\operatorname{erfc}\!\left(\frac{G}{2\eta}-\eta z\right)\right],
\tag{2}
\]

\[
F_0(z;\eta)=-\frac{2\pi}{A}\left[z\operatorname{erf}(\eta z)+\frac{e^{-\eta^2z^2}}{\eta\sqrt\pi}\right].
\tag{3}
\]

Moreover, \(V\to\pm2\pi m/A\) as \(z\to\pm\infty\), so that

\[
V(+\infty)-V(-\infty)=\frac{4\pi m}{A}.
\tag{4}
\]

\(V\) is the potential energy of a positive unit charge. For an electron the step has the opposite sign.

## Lemma 1: one Gaussian charge

A unit Gaussian charge of inverse width \(s\) has the potential

\[
h_s(r)=\frac{\operatorname{erf}(sr)}r=\frac2{\sqrt\pi}\int_0^s e^{-t^2r^2}\,dt.
\tag{5}
\]

**Proof.** The charge inside radius \(r\) follows by integration by parts:

\[
\frac{4s^3}{\sqrt\pi}\int_0^r x^2e^{-s^2x^2}dx
=\frac{4s^3}{\sqrt\pi}\left[-\frac{r e^{-s^2r^2}}{2s^2}+\frac{\sqrt\pi\operatorname{erf}(sr)}{4s^3}\right]
=\operatorname{erf}(sr)-\frac{2sr}{\sqrt\pi}e^{-s^2r^2}.
\]

By Gauss's law the radial field is this charge divided by \(r^2\), which equals \(-\frac{d}{dr}[\operatorname{erf}(sr)/r]\). Both potentials vanish at infinity, so they agree. Substituting \(u=tr\) in the definition of the error function gives the integral. \(\square\)

## Lemma 2: the patch sum and a regulator

The patch limit exists and equals

\[
V(\mathbf r)=\lim_{\varepsilon\to0}\sum_{\mathbf R}\sum_iq_i\left[h_{s_i}(\mathbf d_i-\mathbf R)-h_\varepsilon(\mathbf d_i-\mathbf R)\right].
\tag{6}
\]

**Proof.** The function \(h_1\) is smooth at the origin and differs from \(1/r\) by an exponentially small amount at large \(r\). Its second derivatives are therefore bounded by \(C/r^3\) for some constant \(C\). Since \(h_t(r)=t\,h_1(tr)\), those of \(h_t\) are bounded by \(t^3C/(tr)^3=C/r^3\), with the same \(C\) for every \(t\).

Combine the cells \(\mathbf R\) and \(-\mathbf R\). As \(h_t\) is even, Taylor's theorem gives, for \(R>2|\mathbf d_i|\),

\[
h_t(\mathbf d_i-\mathbf R)+h_t(\mathbf d_i+\mathbf R)=2h_t(\mathbf R)+O(|\mathbf d_i|^2/R^3),
\]

uniformly in \(t\); the first-order terms cancel. For the regulator, \(t=\varepsilon\) for all charges, and neutrality removes \(2h_\varepsilon(\mathbf R)\). For the actual charges, \(h_{s_i}(\mathbf R)\) is \(1/R\) plus an exponentially small term, and neutrality removes \(1/R\). Both paired sums are thus dominated by a multiple of \(R^{-3}\), which is summable in two dimensions. Finally \(h_\varepsilon\le2\varepsilon/\sqrt\pi\) tends to zero in each cell, so by dominated convergence its neutral sum tends to zero. \(\square\)

The cells beyond radius \(L\) contribute of order \(\int_L^\infty R^{-3}R\,dR=1/L\). The direct sum is correct but slow. The cell contents need no symmetry, but if the patches themselves lack inversion symmetry, an in-plane dipole can leave a contribution from the patch boundary, and the stated zero of potential is no longer assured.

## Lemma 3: summation in the plane

For \(t>0\),

\[
\sum_{\mathbf R}e^{-t^2|\boldsymbol\rho-\mathbf R|^2}
=\frac{\pi}{At^2}\sum_{\mathbf G}e^{-G^2/4t^2}e^{i\mathbf G\cdot\boldsymbol\rho}.
\tag{7}
\]

**Proof.** The left side is smooth and periodic, so it equals its Fourier series. In each coefficient, the integral over one cell of the sum over all cells is an integral over the whole plane:

\[
\frac1A\int e^{-t^2\rho^2-i\mathbf G\cdot\boldsymbol\rho}\,d^2\rho
=\frac1A\prod_{a=x,y}\frac{\sqrt\pi}{t}e^{-G_a^2/4t^2}
=\frac{\pi}{At^2}e^{-G^2/4t^2}.
\]

Each factor follows by completing the square. \(\square\)

## Lemma 4: the two integrals over \(t\)

For \(G>0\),

\[
\frac{2\sqrt\pi}{A}\int_0^\eta\frac{e^{-G^2/4t^2-t^2z^2}}{t^2}\,dt=F_G(z;\eta),
\tag{8}
\]

while for the zero vector

\[
\frac{2\sqrt\pi}{A}\int_\varepsilon^\eta\frac{e^{-t^2z^2}}{t^2}\,dt=\frac{2\sqrt\pi}{A\varepsilon}+F_0(z;\eta)+O(\varepsilon).
\tag{9}
\]

**Proof of (8).** Let \(u_\pm=G/2\eta\pm\eta z\). Then \(u_\pm^2=G^2/4\eta^2+\eta^2z^2\pm Gz\), so

\[
e^{\pm Gz}e^{-u_\pm^2}=e^{-G^2/4\eta^2-\eta^2z^2}.
\]

Since \(\partial_\eta u_\pm=-G/2\eta^2\pm z\) and \(\operatorname{erfc}'(u)=-(2/\sqrt\pi)e^{-u^2}\),

\[
\begin{aligned}
\partial_\eta F_G&=\frac{\pi}{AG}\left(-\frac2{\sqrt\pi}\right)e^{-G^2/4\eta^2-\eta^2z^2}
\left[-\frac{G}{2\eta^2}+z-\frac{G}{2\eta^2}-z\right]\\
&=\frac{2\sqrt\pi}{A\eta^2}e^{-G^2/4\eta^2-\eta^2z^2}.
\end{aligned}
\]

This is the derivative of the left side of (8). As \(\eta\to0\), both \(u_\pm\to\infty\), so both sides vanish. They are therefore equal.

**Proof of (9).** Integrate by parts, with \(t^{-2}=-(t^{-1})'\):

\[
\int_\varepsilon^\eta\frac{e^{-t^2z^2}}{t^2}dt
=\frac{e^{-\varepsilon^2z^2}}\varepsilon-\frac{e^{-\eta^2z^2}}\eta-2z^2\int_\varepsilon^\eta e^{-t^2z^2}dt.
\]

The last term is \(-\sqrt\pi\,z[\operatorname{erf}(\eta z)-\operatorname{erf}(\varepsilon z)]\). At fixed \(z\), \(e^{-\varepsilon^2z^2}/\varepsilon=1/\varepsilon+O(\varepsilon)\) and \(\operatorname{erf}(\varepsilon z)=O(\varepsilon)\). Multiplication by \(2\sqrt\pi/A\) gives (9), because \(2\sqrt\pi/(A\eta)=(2\pi/A)/(\eta\sqrt\pi)\). \(\square\)

## Proof of the potential formula

By (5), each bracket in (6) is \((2/\sqrt\pi)\int_\varepsilon^{s_i}e^{-t^2|\mathbf d_i-\mathbf R|^2}dt\). Split the integral at \(\eta\). The part from \(\eta\) to \(s_i\) is the real-space term in (1). This is an identity of signed integrals and also holds for \(\eta>s_i\).

In the part from \(\varepsilon\) to \(\eta\), insert (7). The prefactor becomes \((2/\sqrt\pi)(\pi/At^2)=2\sqrt\pi/(At^2)\), as in Lemma 4. The factor \(e^{-G^2/4t^2}\le e^{-G^2/4\eta^2}\) permits exchanging the sum with the integral. Terms with \(\mathbf G\) and \(-\mathbf G\) combine to cosines. For \(\mathbf G\ne0\) the limit \(\varepsilon\to0\) gives (8).

For \(\mathbf G=0\), equation (9) gives

\[
\frac{2\sqrt\pi}{A\varepsilon}\sum_iq_i+\sum_iq_iF_0(\zeta_i;\eta)+O(\varepsilon).
\]

The divergent constant is the same for every charge, and neutrality cancels it before the limit is taken. The function \(F_0\) depends on height and remains. This proves (1). \(\square\)

## What the zero-vector term means

Differentiating (3), the two terms containing \(z e^{-\eta^2z^2}\) cancel:

\[
F_0'=-\frac{2\pi}{A}\operatorname{erf}(\eta z),\qquad
F_0''=-\frac{4\pi}{A}\,\frac{\eta}{\sqrt\pi}e^{-\eta^2z^2}.
\]

Thus \(F_0\) is the potential of a uniform sheet with unit charge per cell, smeared into a Gaussian along \(z\). Its field tends to \(\pm2\pi/A\) on the two sides.

It is also the finite part of \(F_G\) at small \(G\). Let \(B(G)\) be the bracket in (2). Then \(B(0)=\operatorname{erfc}(\eta z)+\operatorname{erfc}(-\eta z)=2\), and

\[
\begin{aligned}
B'(0)&=z[\operatorname{erfc}(\eta z)-\operatorname{erfc}(-\eta z)]-\frac{2}{\eta\sqrt\pi}e^{-\eta^2z^2}\\
&=-2z\operatorname{erf}(\eta z)-\frac{2}{\eta\sqrt\pi}e^{-\eta^2z^2}.
\end{aligned}
\]

Consequently \(F_G=2\pi/(AG)+F_0+O(G)\). Neutrality removes the singular part, not the finite one.

## Proof of the potential step

Formula (1) holds for each charge with its own splitting parameter, since the divergent constant in (9) does not contain \(\eta\). Choose \(\eta=s_i\) for charge \(i\). The real-space sum disappears, and averaging over the plane removes all terms with \(\mathbf G\ne0\):

\[
\overline V(z)=\sum_iq_iF_0(z-z_i;s_i).
\tag{10}
\]

For a common \(\eta\), the real-space sum also contributes to this average, by \(\sum_iq_i[F_0(\zeta_i;s_i)-F_0(\zeta_i;\eta)]\).

To find the distant behaviour, define

\[
\tau_s(x)=\int_x^\infty\operatorname{erfc}(sy)\,dy
=\frac{e^{-s^2x^2}}{s\sqrt\pi}-x\operatorname{erfc}(sx),\qquad x\ge0,
\]

where the second form follows by parts. Replacing \(\operatorname{erf}\) by \(1-\operatorname{erfc}\) in (3) gives

\[
F_0(z;s)=-\frac{2\pi}{A}\left[|z|+\tau_s(|z|)\right].
\tag{11}
\]

The tail \(\tau_s\) is positive and vanishes at large distance. Above all the centres, \(|z-z_i|=z-z_i\), and

\[
-\frac{2\pi}{A}\sum_iq_i(z-z_i)=-\frac{2\pi}{A}\left(z\sum_iq_i-m\right)=+\frac{2\pi m}{A}.
\]

Below them, \(|z-z_i|=z_i-z\), and the same sum gives \(-2\pi m/A\).

The lateral part must also vanish. For \(u\ge0\), \(\operatorname{erfc}(u)\le e^{-u^2}\), while \(\operatorname{erfc}\le2\) everywhere. Applied to (2), these bounds give

\[
0\le F_G(z;\eta)\le\frac{\pi}{AG}\left[e^{-G^2/4\eta^2-\eta^2z^2}+2e^{-G|z|}\right].
\]

The sum over \(\mathbf G\ne0\) vanishes as \(|z|\to\infty\), which proves (4). \(\square\)

**Ripple above the slab.** At large positive \(z\), the second complementary error function in (2) tends to 2 and the first term is negligible. A given \(\mathbf G\) then contributes the real part of

\[
\frac{2\pi}{AG}e^{-Gz}e^{i\mathbf G\cdot\boldsymbol\rho}S_{\mathbf G},\qquad
S_{\mathbf G}=\sum_iq_ie^{Gz_i-i\mathbf G\cdot\boldsymbol\rho_i^{(0)}},
\]

where \(\boldsymbol\rho_i^{(0)}\) is the in-plane position of charge \(i\). If \(S_{\mathbf G}\ne0\) for the shortest vectors, the ripple decays as \(e^{-G_{\min}z}\).

## Remarks: other cases and failure

**Point charges.** Away from the centres, letting every \(s_i\to\infty\) turns the real-space term into \(\operatorname{erfc}(\eta|\mathbf d_i-\mathbf R|)/|\mathbf d_i-\mathbf R|\) and leaves (2) and (3) unchanged. This is Parry's formula. For the potential at a charge's own centre due to everything else, its own \(1/r\) must be removed. In the term \(\mathbf R=0\) there remains \(-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi\), times its charge.

**A charged cell.** If \(Q=\sum_iq_i\ne0\), the divergent constant in (9) no longer cancels. Even if it is discarded by convention, \(\overline V\) behaves as \(-2\pi Q|z|/A\) at large distance, so there are no vacuum levels. Moving the origin by \(c\) changes \(m\) by \(-Qc\), and \(m\) loses its meaning as a property of the slab.

**Periodicity along the normal.** Suppose the slab is repeated with period \(L\) along \(z\), and the potential is forced to be periodic. A linear term \(cz\) must then cancel the step over one period: \(cL+4\pi m/A=0\). The vacuum acquires the slope \(-4\pi m/(AL)\), so (4) cannot be read from two flat levels.

## Worked example

The parameters are round numbers and represent no particular material. The cell vectors are \((4,0)\) and \((1,3)\) Å, so \(A=4\times3-0\times1=12\) Å\(^2\). The widths below are \(1/s_i\).

| Charge (e) | Width (Å) | Centre (Å) |
|---|---|---|
| \(+0.5\) | 0.5 | \((0,0,0.3)\) |
| \(-0.3\) | 0.7 | \((1.8,1.5,-0.2)\) |
| \(-0.2\) | 0.9 | \((2.9,0.7,0.1)\) |

To obtain eV from charges in e and lengths in Å, the formulas are multiplied by \(K=14.399645\) eV Å. The dipole is

\[
m=0.5(0.3)+(-0.3)(-0.2)+(-0.2)(0.1)=0.15+0.06-0.02=0.19\ \text{e Å},
\]

and the step is

\[
K\,\frac{4\pi m}{A}=\frac{4\pi(14.399645)(0.19)}{12}=2.865\ \text{eV}=0.1053\ \text{hartree}.
\]

The dipole points upward, and a positive charge has the higher energy above the slab. An electron's electrostatic energy is lower there by 2.865 eV. Direct Coulomb sums at \(z=\pm10\) Å, extrapolated in patch size, give the same step, as does the full formula with three other widths.

**One point, two splittings.** At \((1.0,1.0,0.8)\) Å the contributions, in eV, are as follows.

| \(\eta\) (Å\(^{-1}\)) | Real space | \(\mathbf G\ne0\) | \(\mathbf G=0\) | Total |
|---|---|---|---|---|
| 0.8 | 0.0945 | 0.0809 | 0.8272 | 1.0026 |
| 1.3 | 0.0116 | \(-0.1526\) | 1.1436 | 1.0026 |

For an arbitrary common \(\eta\) the parts have no separate physical meaning, but their sum does; only with \(\eta=s_i\) is the zero-vector part the plane average (10). Without the zero-vector term the results would be 0.1754 and \(-0.1410\) eV, which depend on an arbitrary parameter. For both splittings in the table, omitting it leaves a difference of only \(2.5\times10^{-7}\) eV between \(z=\pm10\) Å: the whole step is lost, apart from ripple. For a much smaller \(\eta\), the real-space sum reaches these heights and carries part of the step.

**Direct summation.** Patches of \(81^2\), \(161^2\) and \(321^2\) cells give 0.99421, 0.99838 and 1.00048 eV at this point. Their distances from the Ewald total, 0.00838, 0.00422 and 0.00212 eV, halve when the patch side doubles, as the \(1/L\) tail requires. The extrapolated sum is 1.002596 eV, equal to the Ewald total to the printed digits.

**Effect of the widths.** Point charges give 0.9831 eV here, 0.0195 eV less than the Gaussians. By (5), the Gaussian result minus the point result is \(-K\sum_iq_i\sum_{\mathbf R}\operatorname{erfc}(s_i|\mathbf d_i-\mathbf R|)/|\mathbf d_i-\mathbf R|\). Its positive sign shows that the tails of the negative charges dominate at this point.

**Profile.** The plane average is \(-1.3498\) eV at \(z=-1\) Å, 0.3155 eV at 0, and 1.4825 eV at \(+1\) Å. The vacuum levels are \(\mp1.4325\) eV below and above the slab, with zero midway between them. The value at \(+1\) Å exceeds the upper level by 0.0500 eV. Equation (11) explains this overshoot: outside the centres, the deviation from the plateau is \(-(2\pi K/A)\sum_iq_i\tau_{s_i}(|z-z_i|)\). Every \(\tau\) is positive, so a positive deviation means that the negative tails outweigh the positive one. For spherical charges of fixed size \(q_i\) and fixed centres, the widths shape the surface region but not the step. At a real surface the electron density spills out and polarizes asymmetrically; this changes \(m\), and the step follows from (4) with the \(m\) of the full charge density.

**Ripple.** The root-mean-square lateral variation falls from \(9.0\times10^{-3}\) eV at 4 Å to \(4.3\times10^{-7}\) eV at 10 Å. Its decay rate between 10 and 12 Å is 1.656 Å\(^{-1}\), in agreement with \(G_{\min}=1.656\) Å\(^{-1}\). The remaining values are in the numerical output.

## Calculated quantities

```
Coulomb constant K: 14.399645 eV angstrom
cell vector a1: (4.0, 0.0) angstrom
cell vector a2: (1.0, 3.0) angstrom
cell area: 12.000 angstrom^2
charge 1: +0.5 e, width 0.5, site (0.0, 0.0, 0.3) angstrom
charge 2: -0.3 e, width 0.7, site (1.8, 1.5, -0.2) angstrom
charge 3: -0.2 e, width 0.9, site (2.9, 0.7, 0.1) angstrom
largest kernel error: 4.4e-15 angstrom
sample point: (1.0, 1.0, 0.8) angstrom
eta = 0.8 1/angstrom
  real-space part: 0.094511 eV
  nonzero-G part: 0.080869 eV
  zero-G part: 0.827216 eV
  total: 1.002596 eV
eta = 1.3 1/angstrom
  real-space part: 0.011592 eV
  nonzero-G part: -0.152627 eV
  zero-G part: 1.143631 eV
  total: 1.002596 eV
total without splitting: 1.002596 eV
direct sum, 81 x 81 cells: 0.994213 eV
direct sum, 161 x 161 cells: 0.998378 eV
direct sum, 321 x 321 cells: 1.000480 eV
direct sum, extrapolated: 1.002596 eV
point charges, Parry formula: 0.983081 eV
point charges, direct sum: 0.983081 eV
Poisson test, Laplacian of V: -90.0770 eV/angstrom^2
Poisson test, -4 pi K density: -90.0770 eV/angstrom^2
plane average at z = -10.0 angstrom: -1.432531 eV
plane average at z = -2.0 angstrom: -1.432211 eV
plane average at z = -1.0 angstrom: -1.349790 eV
plane average at z = 0.0 angstrom: 0.315486 eV
plane average at z = 1.0 angstrom: 1.482510 eV
plane average at z = 2.0 angstrom: 1.433304 eV
plane average at z = 10.0 angstrom: 1.432531 eV
dipole per cell m: 0.1900 e angstrom
step 4 pi K m / A: 2.865062 eV
same step: 0.105289 hartree
step from full potential at +-10 angstrom: 2.865062 eV
step from direct sums at +-10 angstrom: 2.865062 eV
step with other widths: 2.865062 eV
step without zero-G term: 2.5e-07 eV
shortest G: 1.6558 1/angstrom
rms ripple at z = 4 angstrom: 9.00e-03 eV
rms ripple at z = 10 angstrom: 4.31e-07 eV
ripple decay rate, 10 to 12 angstrom: 1.6558 1/angstrom
```
